\section*{Thermal reversal of a thin magnetic wire from its free end}

\section{What is being asked}

\textbf{Q.} A long thin magnetic wire stores a bit in the direction of its magnetization. You say that heat reverses it more easily from a free end than from inside. What do you mean by the cost of a reversal?

\textbf{A.} Let $x$ run along the wire from $0$ to $L$, and let $S$ be the cross-section. The wire is so thin that the unit vector $\mathbf m(x)$ along the magnetization is uniform over each section. Write $m_z$ for its component along the wire, which is the easy direction, and $\mathbf m_\perp$ for the other two. At zero field,
\begin{equation}
E=S\int_0^L\left[A|\mathbf m'|^2+K(1-m_z^2)\right]dx ,\qquad \delta=\sqrt{A/K}. \label{energy}
\end{equation}
Here $A$ is the exchange stiffness, $K>0$ the anisotropy constant, and a prime means $d/dx$. The states $m_z=+1$ and $m_z=-1$ both have $E=0$. A reversal is a continuous path of textures from the first to the second. Each path has a highest energy, and the barrier is the lowest value to which this highest energy can be brought by choice of path.

\section{A bound that no path can evade}

\textbf{Q.} There are infinitely many paths, with twists in three dimensions. How can you know that you have not missed a cheap one?

\textbf{A.} By bounding the energy of every texture. Since $|\mathbf m|^2=1$, differentiation gives $m_zm_z'=-\mathbf m_\perp\cdot\mathbf m_\perp'$. The Cauchy--Schwarz inequality and $|\mathbf m_\perp|^2=1-m_z^2$ then give
\[
m_z^2m_z'^2\le(1-m_z^2)|\mathbf m_\perp'|^2 .
\]
Add $(1-m_z^2)m_z'^2$ to both sides. The left side becomes $m_z'^2$, and the right side collects the whole of $|\mathbf m'|^2$:
\[
m_z'^2\le(1-m_z^2)|\mathbf m'|^2 .
\]
Now use $a^2+b^2\ge2ab$ with $a=\sqrt A\,|\mathbf m'|$ and $b=\sqrt{K(1-m_z^2)}$:
\begin{equation}
E\ge2S\sqrt{AK}\int_0^L|\mathbf m'|\sqrt{1-m_z^2}\,dx
\ge2S\sqrt{AK}\int_0^L|m_z'|\,dx. \label{bound}
\end{equation}
The last integral is the total up-and-down travel of $m_z$ along the wire.

\textbf{Q.} A uniform texture has no travel at all. Could the wire not turn as a whole, and make your bound worthless?

\textbf{A.} In a long wire that is expensive. The mean of $m_z$ goes continuously from $+1$ to $-1$, so every path contains a texture with zero mean. Suppose its energy is at most $4S\sqrt{AK}$; if it is higher, the path already costs more than that. Choose a small $\varepsilon$, and let $\ell$ be the total length on which $|m_z|\le1-\varepsilon$. There $1-m_z^2\ge\varepsilon(2-\varepsilon)\ge\varepsilon$, so the anisotropy energy alone gives
\[
SK\varepsilon\ell\le4S\sqrt{AK}\quad\Longrightarrow\quad \ell\le4\delta/\varepsilon .
\]
If $m_z$ were nowhere below $-(1-\varepsilon)$, it would exceed $1-\varepsilon$ on the remaining length $L-\ell$, and
\[
\int_0^Lm_z\,dx\ge(1-\varepsilon)(L-\ell)-(1-\varepsilon)\ell=(1-\varepsilon)(L-2\ell).
\]
For $L>8\delta/\varepsilon$ this is positive, which contradicts the zero mean. The same argument with signs exchanged shows that $m_z$ also exceeds $1-\varepsilon$ somewhere. Its travel is therefore at least $2(1-\varepsilon)$, and (\ref{bound}) gives
\begin{equation}
E_{\rm barrier}\ge4S\sqrt{AK}\,(1-\varepsilon),\qquad \varepsilon>8\delta/L. \label{lower}
\end{equation}
As $L/\delta\to\infty$, $\varepsilon$ can be taken to zero.

\section{Bringing a wall in from the end}

\textbf{Q.} A lower bound may lie far below the true barrier. Is there a path that reaches it?

\textbf{A.} Yes. Slide in a wall from the left, keeping $\mathbf m$ in one plane:
\[
m_z=\tanh\frac{x-X}{\delta},\qquad m_\perp=\operatorname{sech}\frac{x-X}{\delta}.
\]
For $X\to-\infty$ the wire has $m_z=+1$, and for $X\to+\infty$ it has $m_z=-1$. With $s=(x-X)/\delta$,
\[
|\mathbf m'|^2=\frac{\operatorname{sech}^4s+\operatorname{sech}^2s\tanh^2s}{\delta^2}
=\frac{\operatorname{sech}^2s}{\delta^2}.
\]
Since $A/\delta^2=K$, exchange and anisotropy contribute equally, $K\operatorname{sech}^2s$ each. With $K\delta=\sqrt{AK}$,
\begin{equation}
E(X)=2S\sqrt{AK}\left[\tanh\frac X\delta+\tanh\frac{L-X}\delta\right]. \label{slide}
\end{equation}
Its derivative vanishes when $\operatorname{sech}^2(X/\delta)=\operatorname{sech}^2((L-X)/\delta)$, that is, at $X=L/2$. The highest energy on this path is $4S\sqrt{AK}\tanh(L/2\delta)$. Together with (\ref{lower}),
\begin{equation}
E_{\rm end}\to4S\sqrt{AK}\qquad(L/\delta\to\infty). \label{end}
\end{equation}

\textbf{Q.} At the free end there is only half a wall. Why is the barrier not $2S\sqrt{AK}$?

\textbf{A.} That is the energy at $X=0$ in a long wire, where the wall centre sits on the end face. The energy still rises with $X$ there, so the wall is pushed back out. It must enter by a few $\delta$ before its energy levels off at the full value.

\section{The pair inside}

\textbf{Q.} And if the reversal begins in the interior?

\textbf{A.} Then $m_z$ is close to $+1$ on both sides of a reversed region. Going along the wire, it travels from $+1$ to $-1$ and back, a travel of $4$ instead of $2$. By (\ref{bound}) the cost is at least $8S\sqrt{AK}$ when these values are reached, and this lower bound approaches that value when they are approached. A suitable path in an infinite wire is the sliding wall with its mirror image,
\[
m_z=\tanh\frac{|x|-X}{\delta}.
\]
Each half is a semi-infinite wire with its end at $x=0$. Letting $L\to\infty$ in (\ref{slide}) and doubling,
\begin{equation}
E_{\rm in}(X)=4S\sqrt{AK}\left[1+\tanh\frac X\delta\right]\to8S\sqrt{AK}. \label{pair}
\end{equation}
The slope of $\mathbf m$ jumps at $x=0$, but $\mathbf m$ is continuous and the energy finite, so the path is allowed. Cut at its mirror plane, it gives two copies of the free-end path. This is the origin of the factor one half: an end removes the need for the second wall.

\textbf{Q.} Did you look for cheaper textures without putting the answer in?

\textbf{A.} Chains of three-dimensional unit vectors, spaced by $0.125\,\delta$, were relaxed from twelve random starts each, with the mean of $m_z$ driven to zero. In units of $S\sqrt{AK}$, the lowest energy was $3.9973$ for an open wire of length $12\,\delta$ and $7.9946$ for a ring of length $24\,\delta$. A ring has no ends and needs two walls.

The small deficit comes almost wholly from the lattice. Let $a$ be the spacing in units of $\delta$. Replacing the arc between neighbours by its chord changes the wall energy by $-(a^2/12)\int\operatorname{sech}^4s\,ds=-a^2/9$. Replacing the derivative by a difference changes it by $-(a^2/12)\int\operatorname{sech}^2s\tanh^2s\,ds=-a^2/18$. The sum is $-a^2/6=-0.0026$ per wall. The remaining $0.0001$ per wall is the finite-length term $16e^{-12}$ of (\ref{asym}) below.

\section{Is there a saddle at zero field?}

\textbf{Q.} In (\ref{pair}) the energy rises for ever. A barrier should have a top. Where is it?

\textbf{A.} In an infinite wire at zero field there is no localized top on these paths: the energy approaches a plateau, and the barrier is a limit. A finite wire with $L>\pi\delta$ does have a saddle, with the wall in the middle. Put $m_z=\cos\theta$ in one plane, so that the energy density is $A\theta'^2+K\sin^2\theta$. A stationary state obeys $A\theta''=K\sin\theta\cos\theta$. When $\theta$ is changed by a small $\eta(x)$, the boundary term $2A\theta'\eta$ of the variation must vanish for free $\eta$, so $\theta'=0$ at both ends. Multiplying the equation by $2\theta'$ and integrating gives
\begin{equation}
\delta^2\theta'^2=\sin^2\theta-\sin^2\theta_0=k^2-\cos^2\theta,\qquad k=\cos\theta_0, \label{first}
\end{equation}
where $\theta_0$ and $\pi-\theta_0$ are the end angles. Substitute $\cos\theta=k\sin\phi$ with $-\pi/2\le\phi\le\pi/2$. Then $|d\theta|=k\cos\phi\,d\phi/\sqrt{1-k^2\sin^2\phi}$ and $\delta|\theta'|=k\cos\phi$, so
\[
dx=\frac{\delta\,d\phi}{\sqrt{1-k^2\sin^2\phi}},\qquad L=2\delta\,\mathcal K(k),
\]
with $\mathcal K$ the complete elliptic integral of the first kind. By (\ref{first}) the energy density is
\[
K(2\sin^2\theta-\sin^2\theta_0)=K\left[2(1-k^2\sin^2\phi)-(1-k^2)\right].
\]
Integration over $x$, with $\mathcal E$ the complete integral of the second kind, gives
\begin{equation}
E_{\rm saddle}=S\sqrt{AK}\left[4\mathcal E(k)-2(1-k^2)\mathcal K(k)\right]. \label{elliptic}
\end{equation}
At $L=5\,\delta$ and $8\,\delta$ this is $3.88649$ and $3.99461$ in units of $S\sqrt{AK}$. Direct solution of the discretized equations gives the same digits, and one unstable mode in the plane of rotation, as a saddle requires.

\textbf{Q.} How fast does it approach the long-wire value?

\textbf{A.} Write $x=Lt$ in the energy:
\[
E=S\int_0^1\left[\frac AL\theta_t^2+KL\sin^2\theta\right]dt .
\]
At a stationary state the change of $\theta$ with $L$ does not contribute at first order, so
\[
\frac{dE}{dL}=S\int_0^1\left[K\sin^2\theta-\frac A{L^2}\theta_t^2\right]dt=SK\sin^2\theta_0 ,
\]
because the bracket is constant by (\ref{first}). To find $\theta_0$, look near the unreversed end, at distance $y$ from it. There $\theta$ is small and $\delta^2\theta''=\theta$, so $\theta=\theta_0\cosh(y/\delta)$, which becomes $(\theta_0/2)e^{y/\delta}$ further in. The tail of the central wall is $2e^{-(L/2-y)/\delta}$. Equating the two gives $\theta_0=4e^{-L/2\delta}$. Hence $dE/dL\simeq16SKe^{-L/\delta}$, and integration back from $L=\infty$ gives
\begin{equation}
E_{\rm saddle}\simeq S\sqrt{AK}\left[4-16e^{-L/\delta}\right]. \label{asym}
\end{equation}

\textbf{Q.} Then what happens in a short wire?

\textbf{A.} The smallest value of $\mathcal K$ is $\pi/2$, so the wall saddle needs $L>\pi\delta$. Below that length the wire turns as a whole. Uniform rotation passes $m_z=0$ at the cost $KSL$. No path is cheaper, because a function of zero mean on $[0,L]$ obeys $\int m_z'^2dx\ge(\pi/L)^2\int m_z^2dx$, and so a zero-mean texture has
\[
E\ge KSL+S\left[A(\pi/L)^2-K\right]\int_0^Lm_z^2\,dx\ge KSL\quad(L\le\pi\delta).
\]
The barrier thus grows with length in a short wire and saturates in a long one. Beyond a few times $\pi\delta$, extra length buys almost no barrier. All this holds for a fixed, local $K$. In a real wire the magnetic charges of the wall and the end faces make the barrier approach its limit only as $1/L$; in the example below this is still worth about $kT$ at $L=3\pi\delta$. In a real wire shorter than a few $\delta$, magnetic charges on the end faces lower the part of $K$ that comes from the wire's shape, and uniform rotation then costs less than the long-wire $K$ suggests.

\section{Zero field as a limit}

\textbf{Q.} Real memory sees stray fields. Does the factor one half need a field of exactly zero?

\textbf{A.} No. Let a field $B$ oppose the initial direction. With magnetization $M_s$ and $h=M_sB/2K$, where $0<h<1$, the energy density relative to the initial state gains $-2Kh(1-\cos\theta)$. In an infinite wire a localized nucleus has $\theta\to0$ and $\theta'\to0$ far away, which fixes the constant in the first integral:
\[
A\theta'^2=K\left[\sin^2\theta-2h(1-\cos\theta)\right]=4K\sin^2u\,(\cos^2u-h),\qquad u=\theta/2 .
\]
For $w=\cot u$ on the side $x>0$, where $u$ decreases, this becomes $\delta w'=\sqrt{(1-h)w^2-h}$, with the solution
\begin{equation}
\cot\frac\theta2=\sqrt{\frac h{1-h}}\,\cosh\frac{\sqrt{1-h}\,x}{\delta}. \label{nucleus}
\end{equation}
The two parts of the energy density are equal, so it is $2A\theta'^2$. Let $\theta_m$ be the angle at the centre, where $\cos^2u=h$. With $d\theta=2\,du$, $A/\delta=\sqrt{AK}$ and $v=\cos u$,
\begin{align}
E_{\rm in}&=2S\int_0^{\theta_m}2A|\theta'|\,d\theta
=16S\sqrt{AK}\int_{\sqrt h}^1\sqrt{v^2-h}\,dv\nonumber\\
&=8S\sqrt{AK}\left[\sqrt{1-h}-h\operatorname{arcosh}\frac1{\sqrt h}\right]. \label{field}
\end{align}
By (\ref{nucleus}) $\theta'=0$ at $x=0$, which is the free-end condition. Half the nucleus is thus a stationary state of a wire that ends there, at half the energy. At $h=0.1$ the discretized energies are $3.0673$ for the end and $6.1347$ for the interior, in units of $S\sqrt{AK}$.

For small $h$ the bracket is $1-(h/2)[1+\ln(4/h)]$, so both barriers return to their zero-field values. The walls of the nucleus, where $\theta=\pi/2$, lie near $|x|=(\delta/2)\ln(4/h)$. They move off to infinity as $h\to0$, which is why the localized saddle is lost there.

\section{A wire in numbers}

\textbf{Q.} Would such a bit last?

\textbf{A.} Take rough values in the regime of thin cobalt nanowires with the easy axis along the wire: radius $2.0$ nm, length $100$ nm, $A=20$ pJ/m, crystal anisotropy $0.45$ MJ/m$^3$, $M_s=1.40$ MA/m, and $300$ K. A long round wire has transverse demagnetizing factor $1/2$, which adds $\mu_0M_s^2/4=0.616$ MJ/m$^3$. Then
\begin{align*}
K&=0.45+0.616=1.066\ \text{MJ/m}^3,\qquad S=\pi(2.0)^2=12.57\ \text{nm}^2,\\
\delta&=\sqrt{A/K}=4.33\ \text{nm},\qquad \sqrt{AK}=4.617\ \text{mJ/m}^2,\\
E_{\rm end}&=4(12.57\times10^{-18})(4.617\times10^{-3})\ \text{J}
=2.32\times10^{-19}\ \text{J}=1.45\ \text{eV}.
\end{align*}
The wire is $23.1\,\delta$ long, and (\ref{elliptic}) lowers the barrier by a fraction of only $4\times10^{-10}$. With $kT=25.85$ meV, the end barrier is $56\,kT$ and the interior one $112\,kT$. The interior Boltzmann factor is $5\times10^{-25}$ times that of the end. The interior offers more starting places, but of the order of $L/\delta\approx23$ of them cannot make up for that.

With an assumed attempt rate of $1$ GHz, the retention time $e^{E_{\rm end}/kT}/(1\ \text{GHz})$ is about $7\times10^7$ years. This is an illustration, not a prediction: the prefactor, and walls that enter and leave again, were not calculated, and the surface term considered below could alone make the time about $500$ times longer or $1100$ times shorter.

\textbf{Q.} You put the magnetic self-energy into a local constant. Is that harmless?

\textbf{A.} It is the largest calculated correction within the model's own parameters. A wall carries magnetic charge, because $m_z$ changes along the wire. For an axial magnetization $M_s\cos qx$ in a cylinder of radius $R$, the inner potential is $(M_s/q)\sin qx\,[1+c\,I_0(qr)]$ and the outer one is proportional to $K_0(qr)\sin qx$, with $I_n$ and $K_n$ the modified Bessel functions. Continuity of the potential and its radial slope gives $c=-qRK_1(qR)$. The average of $I_0(qr)$ over the section is $2I_1(qR)/(qR)$, so the axial demagnetizing factor is
\[
N(q)=1-2I_1(qR)K_1(qR).
\]
The three factors sum to one, so each transverse factor is $(1-N)/2$, where the local term used $1/2$. With Fourier components marked by $q$, the wall energy changes by
\[
\Delta E=\frac{\mu_0M_s^2S}2\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,N(q)
\left[|m_{z,q}|^2-\tfrac12|m_{\perp,q}|^2\right].
\]
For the unchanged profile this is $+0.099$ eV; relaxation of the profile can lower it.

The wall is also attracted by the charges on the end faces. In units of $M_sS$, the charges are $(-1,+1)$ in the uniform wire and $(+1,-2,+1)$ with a central wall. The sums of charge products over distances are $-1/L$ and $-7/L$, so the barrier changes by $-6\mu_0(M_sS)^2/(4\pi L)=-0.012$ eV. With the unchanged profile both corrections together give $1.535$ eV. Relaxing the profile lowers this by about $0.002$ eV, to about $1.53$ eV, or $59\,kT$. At zero field the ratio of one half survives in the long limit, since distant walls carry the same self-energy and their mutual terms fall off with distance. In a field the walls stay at a finite distance and the ratio is only close to one half: about $0.496$ for this wire at $10$ mT.

\textbf{Q.} And heat, stray fields, tunnelling?

\textbf{A.} A stray field of $10$ mT directed against the magnetization has $h=0.0066$ and takes $0.035$ eV off the end barrier in the local model. With the magnetic charges included the loss is about $0.05$ eV, because the field moves the saddle from the middle of the wire to about $18$ nm from the end, where the end face attracts the wall more strongly. For small thermal tilts about the uniform state, equipartition gives each transverse component the mean square
\[
\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,\frac{kT}{2S(Aq^2+K)}=\frac{kT}{4S\sqrt{AK}}=\frac{kT}{E_{\rm end}}=0.018 ,
\]
so away from the ends the two components lower the mean $m_z$ by about $2\,\%$. This counts only tilts that are uniform over the section. The first mode that varies across it has a quantum of about $35$ K and is also excited; a rough exchange-only sum over such modes raises the total to about $3\,\%$. At a free end the mean square tilt is twice as large in the local model, and somewhat larger when the end-face charge is included. Tunnelling between the two states is absent in the model itself, because its rotational symmetry about the wire conserves the angular momentum along it. A transverse field or an irregularity can break this symmetry and allow tunnelling, whose rate was not calculated here. The quantum $\hbar\omega$ of uniform precession, with $\omega=2\gamma K/M_s$ and $\gamma=e/m_e$, corresponds to a temperature $\hbar\omega/k=2$ K, where $k$ is Boltzmann's constant. At $300$ K this precession is therefore nearly classical.

\textbf{Q.} How close is this to wires that people make?

\textbf{A.} The material constants are typical in size, but a radius of $2$ nm is small: many cobalt nanowires are tens of nanometres across. In so thin a wire the side surface matters too. A surface energy $K_s(\mathbf m\cdot\mathbf n)^2$ per unit area, with $\mathbf n$ the surface normal, adds $K_s/R$ to $K$. For an assumed $K_s=\pm0.5$ mJ/m$^2$ this is $\pm0.25$ MJ/m$^3$, and the barrier shifts by $+0.16$ or $-0.18$ eV, more than the magnetostatic corrections above. A second crystal term $K_2(1-m_z^2)^2$ in the energy density is also left out; for an assumed $K_2=0.15$ MJ/m$^3$ it would add about $0.07$ eV. The diameter here is about equal to the exchange length $\sqrt{2A/\mu_0M_s^2}=4.0$ nm, which supports a uniform section. In much thicker wires $\mathbf m$ can vary across the section, and the growth of the barrier in proportion to $S$ can no longer be relied on.

Real wires also break the assumption of one crystal axis along the whole length. If misaligned grains, much shorter than $\delta$, averaged the crystal term to zero, $K$ would fall to $0.616$ MJ/m$^3$. At fixed $S$ and $A$ the barrier would become $1.448\sqrt{0.616/1.066}=1.10$ eV, or $43\,kT$, and the retention time would drop to roughly a hundred years. Grains about as long as the wall do not average out: they leave a remainder that differs from wire to wire and can shift the barrier by several $kT$. The averaging is slow: in a fixed-profile estimate, randomly oriented grains of $1$ nm still leave a scatter of about $kT$. Even a $10\,\%$ decrease in both $A$ and $K$ costs $5.6\,kT$, a factor of about $270$ in time. The exponent makes the retention time far less certain than the barrier.

\section*{Calculated quantities}
\begin{verbatim}
TESTS, energies in units of S sqrt(AK)
lowest zero-mean texture, open wire 12 delta: 3.9973
lowest zero-mean texture, ring 24 delta: 7.9946
saddle at L = 5 delta: numerical 3.88649, elliptic 3.88649
saddle at L = 8 delta: numerical 3.99461, elliptic 3.99461
field h = 0.1: end 3.0673, interior 6.1347
EXAMPLE INPUTS (rough typical values)
radius: 2.0 nm; length: 100 nm
exchange stiffness A: 20 pJ/m
crystal anisotropy: 0.45 MJ/m^3
magnetization Ms: 1.40 MA/m
temperature: 300 K; attempt rate: 1 GHz
EXAMPLE RESULTS
cross-section S: 12.57 nm^2
shape anisotropy: 0.616 MJ/m^3
total anisotropy K: 1.066 MJ/m^3
wall parameter delta: 4.33 nm
shortest length for the wall saddle: 13.6 nm
length ratio L/delta: 23.1
sqrt(AK): 4.617 mJ/m^2
end barrier: 2.321 e-19 J = 1.448 eV
interior pair barrier: 2.897 eV
relative finite-length lowering: 3.8e-10
thermal energy kT: 25.85 meV
end barrier / kT: 56.0
interior barrier / kT: 112.1
Boltzmann factor ratio interior/end: 4.6e-25
rough retention time: 6.8e+07 years
NEGLECTED EFFECTS
exchange length: 4.03 nm
non-local wall magnetostatics: +0.0986 eV
wall-end charge attraction: -0.0116 eV
barrier with these two: 1.535 eV = 59.4 kT
stray field: 10 mT, h = 0.00657
barrier change by stray field: -0.0352 eV
mean-square thermal tilt per component: 0.0178 rad^2
barrier change if A and K are 10 % lower: -0.145 eV = -5.6 kT
rough tunnelling crossover temperature: 0.33 K
\end{verbatim}
